\section*{Equilibrium density of valence-alternation defects and its half-energy Arrhenius slope}

\section{Definitions and conventions}

In a chalcogenide glass most chalcogen atoms have two covalent bonds. Such a normal neutral site is written $C_2^0$. Two charged defects are considered: a threefold atom $C_3^+$ and a onefold atom $C_1^-$. They can be created together by
\begin{equation}
2C_2^0\longrightarrow C_3^+ + C_1^- .
\label{eq:reaction}
\end{equation}
The charge is zero on both sides. The coordination numbers add to $2+2=3+1$, so the number of bonds is also unchanged.

Let $N$ be the density of chalcogen sites and $n$ the density of each defect type, so that the total defect density is $2n$. The energy $E$ creates one pair with its members far apart; it is an energy per pair, not per defect. The pair may also change the entropy of the network, for instance through its vibrations. This change is $s$, and it excludes the entropy of choosing where the defects sit. Boltzmann's constant is $k$, the temperature is $T$, and $\beta=1/kT$. The Arrhenius slope is
\begin{equation}
S=-\frac{d\ln n}{d\beta},
\end{equation}
which has the unit of energy.

The assumptions are these. The network is in equilibrium. The two members of a pair are placed independently and do not interact. The two defect types neutralize each other, other charges being negligible. The sample holds many pairs. $E$, $s$ and $N$ do not depend on temperature, and all sites are alike. Several of these assumptions are relaxed below.

\section{Counting and minimizing}

Take a sample of $M$ sites with $\nu$ pairs. Choosing $\nu$ sites for $C_3^+$, $\nu$ for $C_1^-$ and leaving the rest normal can be done in
\begin{equation}
\Omega(\nu)=\frac{M!}{\nu!\,\nu!\,(M-2\nu)!}
\label{eq:omega}
\end{equation}
ways. There are two factors $\nu!$ because the two members are placed separately. The free energy relative to the defect-free network is
\begin{equation}
F(\nu)=\nu(E-Ts)-kT\ln\Omega(\nu).
\end{equation}
For large numbers, $\ln m!\simeq m\ln m-m$. The terms linear in the numbers cancel, since $-M+2\nu+(M-2\nu)=0$, and
\begin{equation}
\ln\Omega\simeq M\ln M-2\nu\ln\nu-(M-2\nu)\ln(M-2\nu).
\end{equation}
Its derivative is
\begin{align}
\frac{d\ln\Omega}{d\nu}
&=-2\ln\nu-2+2\ln(M-2\nu)+2\nonumber\\
&=2\ln\frac{M-2\nu}{\nu}.
\label{eq:dlnomega}
\end{align}
Setting $dF/d\nu=0$ gives
\begin{equation}
E-Ts=2kT\ln\frac{M-2\nu}{\nu}.
\end{equation}
Dividing by $2kT$ and exponentiating,
\begin{equation}
\frac{\nu}{M-2\nu}=x,\qquad x=e^{s/2k}e^{-E/2kT}.
\label{eq:x}
\end{equation}
This is a minimum, because $d^2F/d\nu^2=kT[2/\nu+4/(M-2\nu)]>0$. Solving $\nu=x(M-2\nu)$ for $\nu$ and using $n=N\nu/M$,
\begin{equation}
n=\frac{Nx}{1+2x}\simeq N e^{s/2k}e^{-E/2kT}\quad(n\ll N).
\label{eq:law}
\end{equation}

For the slope, note that $d\ln x/d\beta=-E/2$. Hence
\begin{align}
S&=-\frac{d}{d\beta}\left[\ln x-\ln(1+2x)\right]
=\frac E2\left(1-\frac{2x}{1+2x}\right)\nonumber\\
&=\frac E2\left(1-\frac{2n}{N}\right).
\label{eq:slope}
\end{align}
The dilute slope is therefore $E/2$. The constant entropy $s$ changes the prefactor and leaves the dilute slope alone. The bracket describes the shortage of normal sites at high defect density.

\section{The same result from the Fermi level}

Let $e_+$ be half the energy needed to turn two distant $C_2^0$ into two $C_3^+$, forming one bond and placing the two released electrons at the zero of energy. Let $e_-$ be half the energy needed to make two distant $C_1^-$ by cutting one bond and adding two electrons from that zero. Doing both makes two pairs, so $2e_++2e_-=2E$, or $e_++e_-=E$.

With an electron reservoir at Fermi level $\mu$, a $C_3^+$ costs $e_++\mu$ and a $C_1^-$ costs $e_--\mu$. For $s=0$, the weights relative to a normal site are
\begin{equation}
a=e^{-\beta(e_++\mu)},\qquad b=e^{-\beta(e_--\mu)},\qquad ab=e^{-\beta E}.
\end{equation}
The densities are $n_+=Na/(1+a+b)$ and $n_-=Nb/(1+a+b)$. Neutrality, $n_+=n_-$, requires $a=b=e^{-\beta E/2}$, which reproduces Eq.~\eqref{eq:law}. It also fixes
\begin{equation}
\mu=\frac{e_--e_+}{2},\qquad e_++\mu=e_--\mu=\frac E2 .
\end{equation}
The separate energies $e_+$ and $e_-$ may be very different. Neutrality moves $\mu$ until each defect costs half the pair energy.

\section{Why the factor is one half}

The mean pair number follows from the weights $W(\nu)=\Omega(\nu)e^{\nu s/k}e^{-\beta\nu E}$. Differentiating $\langle\nu\rangle=\sum\nu W/\sum W$ gives
\begin{equation}
-\frac{d\langle\nu\rangle}{d\beta}
=E\left(\langle\nu^2\rangle-\langle\nu\rangle^2\right),
\qquad
S=E\,\frac{\mathrm{var}(\nu)}{\langle\nu\rangle}.
\label{eq:fluct}
\end{equation}
The slope thus measures how strongly the pair number fluctuates. Differentiating Eq.~\eqref{eq:dlnomega} once more,
\begin{equation}
\frac{d^2\ln W}{d\nu^2}=-\frac2\nu-\frac4{M-2\nu}
=-\frac{2M}{\nu(M-2\nu)}.
\end{equation}
Near its maximum $W$ is a Gaussian whose variance is minus the inverse of this curvature, so $\mathrm{var}(\nu)=(\nu/2)(1-2\nu/M)$. Equation~\eqref{eq:fluct} then returns Eq.~\eqref{eq:slope}.

Compare pairs whose members must sit on neighbouring sites. If each site has $z$ neighbours, one oriented pair has $zM$ placements, and $\nu$ dilute pairs have about $(zM)^\nu/\nu!$. There is now one factorial. The curvature is $-1/\nu$, the variance is $\nu$, and the slope is the full creation energy of the adjacent pair. The half therefore comes from two independent placements per creation event.

\section{Two cases in which the half is lost}

\subsection{Fixed charge}

Suppose the glass also contains a density $A$ of fixed positive charge. For dilute defects the product $n_+n_-=N^2ab=n_0^2$ is independent of $\mu$, where $n_0$ is the density at $A=0$. Neutrality now reads $n_-=n_++A$, so
\begin{equation}
n_+(n_++A)=n_0^2 .
\end{equation}
Take the logarithm and differentiate, using $d\ln n_0^2/d\beta=-E$:
\begin{equation}
\frac{d\ln n_+}{d\beta}\left(1+\frac{n_+}{n_++A}\right)=-E,
\qquad
S_+=E\,\frac{n_++A}{2n_++A}.
\end{equation}
Since $dn_-=dn_+$, the other slope is $S_-=(n_+/n_-)S_+=En_+/(2n_++A)$. For $A\ll n_0$ both are $E/2$. For $A\gg n_0$ the minority slope tends to $E$ and the majority slope to zero.

\subsection{A small closed volume}

Let a volume $V$ exchange neither charge nor defects with its surroundings, and put $\lambda=n_0V$. With few pairs on many sites, $M!/(M-2\nu)!\simeq M^{2\nu}$, and
\begin{equation}
Z=\sum_\nu\frac{\lambda^{2\nu}}{(\nu!)^2}=I_0(2\lambda),
\qquad
\langle\nu\rangle=\frac\lambda2\frac{d\ln Z}{d\lambda}
=\lambda\frac{I_1(2\lambda)}{I_0(2\lambda)},
\end{equation}
where $I_0$ and $I_1$ are modified Bessel functions and $I_0'=I_1$. For $\lambda\ll1$, $Z\simeq1+\lambda^2$ and $\langle\nu\rangle\simeq\lambda^2\propto e^{-\beta E}$: the slope is $E$. Such a volume almost always holds either no pair or one. The mean is then the probability of finding one pair, which carries the full Boltzmann factor $e^{-\beta E}$. Exchanging electrons through contacts does not by itself restore the half. If no bonds cross the boundary, the coordination numbers must add to an even number, so defects still appear two at a time. With $\mu$ at the value found above and charging energy neglected, any two cost $E$, and the slope again tends to $E$ for $\lambda\ll1$.

\section{Worked example}

Take $N=2\times10^{22}\ \mathrm{cm^{-3}}$, $E=1.0$ eV, $s=0$ and a glass transition at 450 K. There $kT=0.03878$ eV, so
\begin{equation}
x=\exp\left(-\frac{1.0}{2\times0.03878}\right)=2.51\times10^{-6},
\quad n=5.03\times10^{16}\ \mathrm{cm^{-3}}.
\end{equation}
At 500 K the density is $1.82\times10^{17}\ \mathrm{cm^{-3}}$ and at 550 K it is $5.24\times10^{17}\ \mathrm{cm^{-3}}$. Between 450 and 550 K, $\beta$ falls from 25.79 to 21.10 $\mathrm{eV^{-1}}$, and the slope is
\begin{equation}
S=\frac{\ln(52.4/5.03)}{25.79-21.10}\ \mathrm{eV}=0.50\ \mathrm{eV}.
\end{equation}
Summing the weights $W(\nu)$ numerically for $10^9$ sites at 450 K gives a mean of 2513 pairs and a variance-to-mean ratio of 0.5000. Putting the full $E$ in the exponent of Eq.~\eqref{eq:law} would give $1.26\times10^{11}\ \mathrm{cm^{-3}}$, too small by a factor of about $4\times10^5$.

Below the glass transition the network cannot keep up with equilibrium. If it freezes sharply at 450 K, it keeps $5.03\times10^{16}\ \mathrm{cm^{-3}}$ at 300 K, which is 631 times the equilibrium value there, $7.97\times10^{13}\ \mathrm{cm^{-3}}$. The frozen density has no Arrhenius slope in the measuring temperature. The slope $E/2$ belongs to the equilibrated melt, or to samples frozen at different temperatures and compared by their freezing temperature.

With $A=10^{18}\ \mathrm{cm^{-3}}$ at 450 K, $n_+=2.52\times10^{15}\ \mathrm{cm^{-3}}$ and the slopes are 0.9975 eV for $C_3^+$ and 0.0025 eV for $C_1^-$. These values hold for non-interacting charges, and this density lies outside that regime. With the permittivity and contact distance of the next section ($\varepsilon_r=11$, 0.4 nm), about 40\% of the fixed charges would bind a $C_1^-$; this alone raises $n_+$ to about $4\times10^{15}\ \mathrm{cm^{-3}}$ and moves the slopes to about 0.93 eV for $C_3^+$ and 0.07 eV for the free $C_1^-$. The screening length, about 5 nm, is also close to the Coulomb length of 3.4 nm. For non-interacting defects, a closed cube of side 20 nm has $\lambda=0.402$, a mean of 0.150 pairs and a slope of 0.93 eV. In so small a volume the Coulomb attraction between the two members of a pair is not negligible; it raises the mean and lowers the slope.

\section{Size of the neglected effects}

The numbers in the paragraphs below are for 450 K. The two Coulomb effects grow with $n$: at 550 K the same formulas give a screening factor of 1.36 with a slope of 0.565 eV, and a bound-pair ratio near 0.2. Screening alone changes the slope between 450 and 550 K from 0.50 to 0.54 eV. Each effect is estimated separately, so the factors should not be multiplied into a combined theory.

\paragraph{Carriers and neutral defects.} Choose $e_+=-0.20$ eV and $e_-=1.20$ eV from the valence edge, which puts $\mu$ at 0.70 eV. With a gap of 1.7 eV and $N_b=10^{20}\ \mathrm{cm^{-3}}$ effective states in each band, the hole density $N_be^{-\mu/kT}$ is $1.4\times10^{12}\ \mathrm{cm^{-3}}$; the electron density is smaller still. Let two neutral defects gain $|U|=0.7$ eV by becoming a charged pair. Each neutral defect then costs $(E+|U|)/2$ and has two spin states, so its density relative to $n$ is $2e^{-|U|/2kT}=2.4\times10^{-4}$. Both effects are negligible here.

\paragraph{Site disorder.} Let the energies $e_+$ and $e_-$ vary from site to site as independent Gaussians of spread $\sigma$. For a deviation $u$ from the mean, the Gaussian and Boltzmann exponents combine as
\begin{equation}
-\frac{u^2}{2\sigma^2}-\beta u
=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.
\end{equation}
Each defect density gains the factor $e^{\beta^2\sigma^2/2}$, and occupied sites lie on average $\beta\sigma^2$ below the mean. With $E$ now the mean pair energy of all sites,
\begin{equation}
n\simeq N e^{-\beta E/2+\beta^2\sigma^2/2},\qquad
S=\frac E2-\beta\sigma^2=\frac12\left(E-2\beta\sigma^2\right).
\end{equation}
The last bracket is the mean creation energy of the pairs present, so the half survives with that energy. This holds while the cost of a typical occupied site, $E/2-\beta\sigma^2$, is large compared with both $kT$ and $\sigma$; the costs of the occupied sites are themselves spread by $\sigma$, and sites whose cost is near or below zero are no longer sparsely occupied. A small $n/N$ alone is not enough, because the few deepest sites can fill up first. For $\sigma=0.05$ eV the density rises by a factor 2.3, to $1.15\times10^{17}\ \mathrm{cm^{-3}}$; the slope is 0.436 eV and the mean pair energy 0.871 eV.

\paragraph{Screening.} Define $l_B=e^2/(4\pi\varepsilon_0\varepsilon_rkT)$, with $e$ the elementary charge. In a potential $\phi$ the linearized defect charge density is $-2ne^2\phi/kT$. Poisson's equation becomes $\nabla^2\phi=\kappa^2\phi$ with $\kappa^2=8\pi l_Bn$, and the potential around a point charge $e$ is $\phi=e\,e^{-\kappa r}/(4\pi\varepsilon_0\varepsilon_rr)$. Subtracting the bare potential and letting $r\to0$ leaves $-e\kappa/(4\pi\varepsilon_0\varepsilon_r)$ from the surrounding cloud. Charging the defect gradually from zero supplies a factor one half, so its energy falls by $kT\,l_B\kappa/2$. The pair energy falls by twice this, and
\begin{equation}
n=n_0e^{L},\qquad L=l_B\kappa/2 .
\end{equation}
For $\varepsilon_r=11$, $l_B=3.38$ nm and $1/\kappa=15.3$ nm at $n_0$. Solving with $\kappa$ taken at the final $n$ gives $n/n_0=1.12$. The slope rises, to 0.524 eV, although the pair energy falls. Since $L\propto\beta^{3/2}n^{1/2}$, differentiation gives $S(1-L/2)=E/2-\tfrac32LkT$: the growth of screening with $n$ outweighs the direct temperature term here.

\paragraph{Bound pairs.} Around a $C_3^+$ the density of $C_1^-$ at distance $r$ is $n\,e^{l_B/r}$ if screening is ignored. The density of close pairs is then
\begin{equation}
n_b=n^2\int_{r_c}^{R}4\pi r^2e^{l_B/r}\,dr .
\end{equation}
Take contact at $r_c=0.4$ nm and $R=l_B/2=1.69$ nm, where the integrand is smallest. Numerical integration gives $n_b/n=0.057$. With $R$ held fixed, $n^2$ contributes $E$ to the slope and the integral subtracts the mean attraction, 0.228 eV, leaving 0.772 eV. These pairs do not follow the half-energy law. They are a minority for the contact distance chosen, but their number depends strongly on it: $r_c=0.3$ nm would give $n_b/n=0.21$. At such distances a bulk permittivity is itself only a rough guide.

\section{Relation to a real glass}

The parameters lie in the rough regime of an arsenic selenide glass, whose glass transition is near 450 K and whose gap is somewhat below 2 eV; $E$ is a round choice, not a measured value. Lowering $E$ by 0.1 eV raises $n$ by a factor 3.6, and a pair entropy of $2k$ raises it by $e=2.7$. The calculated $n$ is therefore an illustration, not a prediction for a particular glass: a change of 0.2 eV in $E$ already moves it by a factor of 13. A real glass breaks the assumption of identical sites, which moves the density by a factor 2.3 for the assumed spread of 0.05 eV. It may also hold arsenic-centred defects and charged impurities. A small net impurity charge density $A$ shifts the slopes of the two defect types in opposite directions by about $EA/4n_0$, which is 0.025 eV at $A=0.1\,n_0$; the half is lost once $A$ is comparable with $n_0$.
